\section*{Diffusion MTF of an Image Sensor with Generation at Fixed Depth}

\section{A lossy layer with the higher MTF}

Two image sensors have 10 µm pixels and the same 4 µm field-free layer. One collects every photogenerated carrier; the other loses 44\% of them. At the Nyquist frequency, 50 cycles/mm, the first has a modulation transfer function (MTF) of 0.35 and the second 0.43. The explanation lies in which carriers are lost, and in the fact that the MTF is normalised to the signal that remains.

\section{Model and conventions}

The field-free layer occupies $0<z<d$ and is laterally unbounded. Minority carriers have uniform diffusion coefficient $D$ and lifetime $\tau$, with diffusion length $L=\sqrt{D\tau}$. Injection is low, so transport is linear in the density $n$. The plane $z=0$, the edge of a depletion region, removes every arriving carrier and delivers it to the pixel at that lateral position. The far surface $z=d$ has recombination velocity $S$. Light creates $g(x)$ carriers per unit area and time in a thin sheet at height $h$ above the collecting plane, which is a depth $b=d-h$ below the far surface. The pattern varies along $x$, one of the pixel axes. In steady state
\begin{equation}
D\nabla^2 n-\frac{n}{\tau}+g(x)\,\delta(z-h)=0,
\label{eq:balance}
\end{equation}
\begin{equation}
n\big|_{z=0}=0,\qquad
-D\,\partial_z n\big|_{z=d}=S\,n\big|_{z=d}.
\label{eq:bc}
\end{equation}
The second condition equates the flux in the $+z$ direction to the surface loss. The collected flux runs in the $-z$ direction and is $J(x)=+D\,\partial_z n|_{z=0}$.

The light need not be steady. If the time-dependent equation is integrated from before the exposure until all carriers have gone, the term $\partial_t n$ integrates to zero. The time integral of $n$ then obeys \eqref{eq:balance}, with $g$ the total generation per area. The result therefore holds for the charge of a frame, provided the readout waits for the last carriers.

\section{Solution for one spatial frequency}

Take $g=g_0(1+m\cos kx)$ with $k=2\pi f$. By linearity $n=g_0[N_0(z)+m\,N_k(z)\cos kx]$. Since $\partial_x^2\cos kx=-k^2\cos kx$, each amplitude obeys
\begin{equation}
N''-q^2N=-\frac{\delta(z-h)}{D},\qquad q^2=k^2+\frac1{L^2}.
\label{eq:ode}
\end{equation}
Define $s=S/D$ and
\begin{equation}
B(q,u)=\cosh qu+\frac{s}{q}\sinh qu .
\label{eq:B}
\end{equation}
Below the sheet, $N(0)=0$ leaves $N=A\sinh qz$. Above it, $N=C\,B(q,d-z)$ satisfies the far-surface condition, because $B(q,0)=1$ and $\partial_uB(q,0)=s$ give $-DN'(d)=DsC=SN(d)$.

Continuity at $z=h$, and integration of \eqref{eq:ode} across the sheet, give
\begin{align}
A\sinh qh&=C\,B(q,b),\\
-C\,\partial_uB(q,b)-Aq\cosh qh&=-\frac1D .
\end{align}
Eliminating $C$ and multiplying by $-B(q,b)$,
\begin{equation}
A\left[\sinh qh\;\partial_uB(q,b)+q\cosh qh\;B(q,b)\right]=\frac{B(q,b)}{D}.
\end{equation}
With $\partial_uB=q\sinh qu+s\cosh qu$, the bracket is
\begin{align}
&q(\sinh qh\sinh qb+\cosh qh\cosh qb)\nonumber\\
&\quad+s(\sinh qh\cosh qb+\cosh qh\sinh qb)\nonumber\\
&=q\cosh qd+s\sinh qd=q\,B(q,d),
\end{align}
because $h+b=d$. Hence $A=B(q,b)/[DqB(q,d)]$. The collected flux per unit generation, $DN'(0)=DqA$, is
\begin{equation}
\boxed{T(k)=\frac{B(q,d-h)}{B(q,d)}}
\label{eq:T}
\end{equation}
The image contrast $m$ becomes $m\,T(k)/T(0)$ in the collected flux. Since $T>0$, diffusion causes no contrast reversal, and its MTF is
\begin{equation}
M(k)=\frac{T(k)}{T(0)} .
\label{eq:M}
\end{equation}
$T(0)$ is the collected fraction of the carriers.

\subsection{A form for computation}

Hyperbolic functions overflow for large $qd$. Writing them as exponentials,
\begin{equation}
B(q,u)=\frac{e^{qu}}{2q}\left[(q+s)+(q-s)e^{-2qu}\right],
\end{equation}
so that, with $\rho=(q-s)/(q+s)$,
\begin{equation}
T=e^{-qh}\,\frac{1+\rho\,e^{-2qb}}{1+\rho\,e^{-2qd}} .
\label{eq:stable}
\end{equation}
No exponent is positive. At $q=0$, which occurs for $k=0$ and $\tau=\infty$, use $\sinh(qu)/q\to u$:
\begin{equation}
T(0)=\frac{1+sb}{1+sd}\qquad(\tau=\infty).
\label{eq:T0}
\end{equation}

\section{Pixels and sampling}

Let the pixels have pitch $p$ and full fill factor. A pixel centred at $x_c$ integrates the flux over its width. The oscillating part contributes
\begin{equation}
\int_{x_c-p/2}^{x_c+p/2}\!\cos kx\,dx
=\frac2k\sin\frac{kp}{2}\cos kx_c
=p\,\frac{\sin\pi fp}{\pi fp}\cos kx_c,
\end{equation}
while the constant part contributes $p$. The sensor MTF is therefore
\begin{equation}
\boxed{\mathrm{MTF}(f)=\frac{T(2\pi f)}{T(0)}\left|\frac{\sin\pi fp}{\pi fp}\right|}
\label{eq:total}
\end{equation}
Lens blur and optical crosstalk are not included.

At the Nyquist frequency $f=1/(2p)$ the pixel factor is $2/\pi$. Pixel centres at $x_c=x_0+jp$, with integer $j$, sample $\cos kx_c=(-1)^j\cos(\pi x_0/p)$. The contrast between neighbours is thus $m\,\mathrm{MTF}\,|\cos(\pi x_0/p)|$. It has its full value when the centres lie on crests and troughs and vanishes for a shift of $p/2$, a quarter of the image period. A measurement at this frequency must control the phase.

\section{Limiting cases}

\subsection{No recombination}

For $S=0$ and $\tau=\infty$, $q=k$ and $T(0)=1$, so
\begin{equation}
M=\frac{\cosh k(d-h)}{\cosh kd}=\cosh kh-\tanh kd\,\sinh kh .
\label{eq:lossless}
\end{equation}
Since $\tanh kd<1$, this exceeds $\cosh kh-\sinh kh=e^{-kh}$, the value approached when $d\to\infty$ at fixed $h$. In this lossless case $e^{-kh}$ is a lower bound: a reflecting surface at finite distance keeps carriers from wandering far from the collecting plane.

\subsection{Absorbing far surface}

For $S\to\infty$ and $\tau=\infty$, the terms in $s$ dominate \eqref{eq:B}, and
\begin{equation}
T(k)=\frac{\sinh kb}{\sinh kd},\qquad T(0)=\frac bd,\qquad
M=\frac{d\,\sinh kb}{b\,\sinh kd}.
\end{equation}
Generation close to such a surface gives little signal.

\subsection{Thick layer with bulk recombination}

For $d\to\infty$ at fixed $h$, \eqref{eq:stable} gives $T=e^{-qh}$ and $M=e^{-h(q-1/L)}$. Because $\sqrt{k^2+1/L^2}\le k+1/L$, this $M$ is at least $e^{-kh}$, although the signal has fallen to $T(0)=e^{-h/L}$.

\section{Line response without recombination}

Image simulation in real space needs the flux $\ell(x)$ collected from a unit line source $g=\delta(x)$. For $S=0$ and $\tau=\infty$ the vertical modes $\sin\kappa_nz$, with $\kappa_n=(n+\tfrac12)\pi/d$ and $n=0,1,\dots$, vanish at $z=0$ and have zero slope at $z=d$. Their squared norm is $d/2$, so
\begin{equation}
\delta(z-h)=\frac2d\sum_n\sin\kappa_nh\,\sin\kappa_nz .
\end{equation}
The amplitude $a_n(x)$ of each mode obeys $D(a_n''-\kappa_n^2a_n)=-(2/d)\sin\kappa_nh\,\delta(x)$. The solution decaying on both sides has a slope jump $-2\kappa_na_n(0)$, which fixes
\begin{equation}
a_n=\frac{\sin\kappa_nh}{dD\kappa_n}\,e^{-\kappa_n|x|}.
\end{equation}
The flux is $\ell=D\sum_n\kappa_na_n$. With $\alpha=\pi|x|/d$ and $\beta=\pi h/d$ it is a geometric series, which converges for $x\neq0$; at $x=0$ the closed form holds by continuity:
\begin{align}
\ell(x)&=\frac1d\,\mathrm{Im}\sum_{n}e^{-(n+1/2)(\alpha-i\beta)}
=\frac1d\,\mathrm{Im}\,\frac{1}{2\sinh\frac{\alpha-i\beta}{2}}\nonumber\\
&=\frac{1}{2d}\,\frac{\cosh\frac\alpha2\sin\frac\beta2}
{\sinh^2\frac\alpha2+\sin^2\frac\beta2}
=\frac{\sin\frac{\pi h}{2d}\cosh\frac{\pi x}{2d}}
{d\left[\cosh\frac{\pi x}{d}-\cos\frac{\pi h}{d}\right]} .
\label{eq:lsf}
\end{align}
The second line uses $\sinh\frac{\alpha-i\beta}2=\sinh\frac\alpha2\cos\frac\beta2-i\cosh\frac\alpha2\sin\frac\beta2$, whose squared modulus is $\sinh^2\frac\alpha2+\sin^2\frac\beta2=\frac12(\cosh\alpha-\cos\beta)$.

Far from the source the response falls as $e^{-\pi|x|/2d}$. For $d\to\infty$, expansion of \eqref{eq:lsf} gives the Lorentzian $h/[\pi(x^2+h^2)]$, whose variance diverges. An rms width is then useless as a measure of blur, although the MTF $e^{-kh}$ is well defined.

\section{Blur as a distribution of arrival times}

Release a unit line of carriers at $x=0$, $z=h$, $t=0$. The time-dependent density factorises:
\begin{equation}
n(x,z,t)=v(z,t)\,e^{-t/\tau}\,\frac{e^{-x^2/4Dt}}{\sqrt{4\pi Dt}},
\end{equation}
where $\partial_tv=D\,\partial_z^2v$, $v(z,0)=\delta(z-h)$, and $v$ obeys \eqref{eq:bc}. Substitution confirms this, because the Gaussian solves the lateral diffusion equation and the exponential supplies $-n/\tau$. Let $P(t)=D\,\partial_zv|_{z=0}$ be the arrival rate without bulk loss. The cosine transform of the Gaussian is $e^{-Dk^2t}$, so
\begin{equation}
T(k)=\int_0^\infty P(t)\,e^{-(Dk^2+1/\tau)t}\,dt,\qquad
M(k)=\left\langle e^{-Dk^2t}\right\rangle .
\label{eq:time}
\end{equation}
The average is over carriers that are collected, with weight $P(t)e^{-t/\tau}/T(0)$. A late arrival has spread further and carries less modulation.

A carrier arriving at time $t$ has lateral variance $2Dt$, so the collected carriers have $\sigma_x^2=2D\langle t\rangle$. From \eqref{eq:time}, $\partial\ln T/\partial(k^2)=-D\langle t\rangle$ at $k=0$. Since $\partial/\partial(k^2)=(2q)^{-1}\partial/\partial q$,
\begin{equation}
\sigma_x^2=-\frac1q\frac{\partial\ln T}{\partial q}
=\left[\frac{G(d)}{B(q,d)}-\frac{G(b)}{B(q,b)}\right]_{q=1/L},
\label{eq:var}
\end{equation}
\begin{equation}
G(u)=\frac1q\frac{\partial B}{\partial q}
=\frac{u\sinh qu}{q}+s\,\frac{qu\cosh qu-\sinh qu}{q^3}.
\end{equation}
As $q\to0$, $G\to u^2+su^3/3$ and $B\to1+su$. For $\tau=\infty$ this gives
\begin{align}
S=0:\quad&\sigma_x^2=d^2-b^2=h(2d-h),\\
S\to\infty:\quad&\sigma_x^2=\tfrac13(d^2-b^2)=\tfrac13h(2d-h).
\end{align}

It is tempting to replace the blur by a Gaussian of the same variance. The exponential is convex, so Jensen's inequality gives
\begin{equation}
M(k)=\langle e^{-Dk^2t}\rangle\ge e^{-Dk^2\langle t\rangle}=e^{-k^2\sigma_x^2/2}.
\label{eq:jensen}
\end{equation}
The Gaussian therefore never overestimates the diffusion MTF in this model. It agrees with it to order $k^2$ when $\sigma_x$ is finite.

\section{Why loss raises the MTF}

\paragraph{Bulk recombination.} Let $\lambda=1/\tau$, and let $\langle t\rangle_k$ be the mean with weight $P\,e^{-(Dk^2+\lambda)t}$. Then $\partial_\lambda\ln T(k)=-\langle t\rangle_k$, and
\begin{equation}
\partial_\lambda\ln M=\langle t\rangle_0-\langle t\rangle_k\ge0 .
\end{equation}
The sign follows because the derivative of this mean with respect to the decay rate $Dk^2+\lambda$ is minus the variance of $t$. Recombination removes late arrivals preferentially.

\paragraph{Surface recombination.} Write $E_u=\sinh(qu)/q$ and $B_u=B(q,u)$. Then
\begin{equation}
\frac{\partial\ln T}{\partial s}=\frac{E_b}{B_b}-\frac{E_d}{B_d}
=\frac{E_b\cosh qd-E_d\cosh qb}{B_bB_d}=-\frac{E_h}{B_bB_d}.
\label{eq:ds}
\end{equation}
This is negative: signal is lost at every $k$. Its magnitude decreases with $q$, as follows. $B_b$ increases with $q$, and so does
\begin{equation}
\frac{B_d}{E_h}=\frac{\cosh qd}{E_h}+s\,\frac{E_d}{E_h}.
\end{equation}
For the second term, $\partial_q\ln E_u=u\coth qu-1/q$ increases with $u$, its $u$-derivative being $(\sinh y\cosh y-y)/\sinh^2y>0$ with $y=qu$. For the first, $d\tanh qd\ge h\tanh qh$, and $h\tanh qh\ge h\coth qh-1/q$ is equivalent to $\sinh 2qh\ge2qh$. Fine detail thus loses a smaller fraction of its signal than the uniform background does, and $M$ rises with $S$.

\paragraph{Generation height.} At fixed $d$, $\partial_h\ln T=-r(b)$ with $r(u)=\partial_u\ln B$. From $\partial_u^2B=q^2B$ follows $r'=q^2-r^2$, with $r(0)=s$ for every $q$. For $q_2>q_1$ the difference $w=r_2-r_1$ obeys $w'=(q_2^2-q_1^2)-(r_1+r_2)w$ and $w(0)=0$, so $w>0$ for $u>0$. Hence $M$ falls as $h$ grows: generation nearer the collecting plane gives a sharper image.

\section{Worked example}

The round model parameters are $d=4$ µm, $h=3$ µm, $D=3$ µm$^2$/ns and $p=10$ µm. The lossy layer has $\tau=100$ ns and $S=1$ µm/ns, hence $L=17.32$ µm. At Nyquist $k=0.31416$ rad/µm, and in the lossy layer
\begin{align}
q&=\sqrt{0.31416^2+0.05774^2}=0.3194\ \text{µm}^{-1},\\
T&=\frac{1.3905}{3.6604}=0.380,\qquad
M=\frac{0.3799}{0.5629}=0.675,\\
\mathrm{MTF}&=0.675\times0.637=0.430 .
\end{align}
The lossless layer has $M=0.553$ and $\mathrm{MTF}=0.352$. A third case has $\tau=\infty$ and $S=10^6$ µm/ns, which stands for the limit $S\to\infty$. A real $S$ cannot exceed the order of the thermal velocity, about 100 µm/ns in silicon; at $S=100$ µm/ns this column would read $T(0)=0.256$, $\sigma_x=2.25$ µm and $\mathrm{MTF}=0.502$.

\begin{center}
\begin{tabular}{lccc}
 & lossless & lossy & absorbing\\
\hline
$T(0)$ & 1.000 & 0.563 & 0.250\\
$\langle t\rangle$ (ns) & 2.50 & 1.50 & 0.83\\
$\sigma_x$ (µm) & 3.87 & 3.00 & 2.24\\
$T$ at Nyquist & 0.553 & 0.380 & 0.198\\
MTF at Nyquist & 0.352 & 0.430 & 0.504
\end{tabular}
\end{center}

From left to right the MTF rises while the modulated signal, proportional to $T$ at Nyquist, falls. The lossy sensor delivers $0.380/0.553=69\%$ of the lossless modulation but only 56\% of the background. If photon shot noise dominates, the noise scales as $\sqrt{T(0)}$, and the signal-to-noise ratio of the detail as $T(k)/\sqrt{T(0)}$: 0.55, 0.51 and 0.40 for the three cases. At this frequency the lossless layer is the best of them by this measure, despite its lowest MTF. The order depends on frequency. As $k$ grows, \eqref{eq:stable} shows $T(k)$ approaching $e^{-kh}$ in all three layers, while the lossy ones keep their lower background noise. The lossy layer overtakes the lossless one above about 68 cycles/mm, and the absorbing layer does so above about 85 cycles/mm. Both frequencies lie beyond Nyquist for 10 µm pixels but below it for 5 µm pixels.

The Gaussian of equal variance would give $M=e^{-0.0987\times15/2}=0.48$ for the lossless layer, against 0.553, in the direction required by \eqref{eq:jensen}. The thick-layer bound is 0.39.

A two-dimensional finite-volume solution of \eqref{eq:balance} tests these results without using \eqref{eq:T}. For all three cases its collected fraction and diffusion MTF agree with the formulas within 0.001 absolute, and its variance within 0.2\% of the formula value. Summing its flux over pixels gives 0.3521 and 0.4298 for the lossless and lossy MTF at Nyquist, against 0.3519 and 0.4296, and zero contrast after the quarter-period shift. The remaining values are in the numerical output.

\section{Use outside the stated conditions}

For light absorbed over a range of depths with normalised profile $w(h)$, linearity requires averaging $T$ before normalising:
\begin{equation}
M(k)=\frac{\int w(h)\,T(k;h)\,dh}{\int w(h)\,T(0;h)\,dh}.
\end{equation}
Averaging $M(k;h)$ instead would give poorly collected depths too much weight. The integrals cover the field-free layer only. Light that passes through it and is absorbed in the depletion region must be added to both numerator and denominator; if those carriers are collected without lateral spreading they have $T=1$ at every $k$ and raise $M$.

The formulas do not apply if a doping gradient produces a drift field in the layer, if trenches between pixels block lateral motion, or if the collecting boundary is not a plane. They also fail when the density is high enough to change $D$ or $\tau$, or when $d$ or $1/k$ is not large compared with the carrier mean free path, since diffusion is then not a valid description of the motion. If only $h$ or $b$ is that small, they can be inaccurate, because diffusion does not describe the first part of the motion next to the boundary.

\section*{Values computed for the example and the checks}
\begin{verbatim}
layer thickness d = 4.0 um
generation height h = 3.0 um
generation depth below far surface = 1.0 um
diffusion coefficient D = 3.0 um^2/ns
pixel pitch p = 10.0 um
lossy case: lifetime = 100 ns
lossy case: surface velocity S = 1.0 um/ns
lossy case: diffusion length L = 17.32 um
absorbing case: S = 1e+06 um/ns
Nyquist frequency = 50.0 cycles/mm
Nyquist wavenumber k = 0.31416 rad/um
lossy case: q at k=0 = 0.05774 1/um
lossy case: q at Nyquist = 0.31942 1/um
lossy case: B(q,d-h) at Nyquist = 1.39048
lossy case: B(q,d) at Nyquist = 3.66039
lossless: collected fraction T(0) = 1.0000 (grid 1.0000)
lossless: lateral rms spread = 3.873 um (grid 3.873 um)
lossless: mean arrival time = 2.500 ns
lossless: T at Nyquist = 0.5528
lossy: collected fraction T(0) = 0.5629 (grid 0.5629)
lossy: lateral rms spread = 2.998 um (grid 2.998 um)
lossy: mean arrival time = 1.498 ns
lossy: T at Nyquist = 0.3799
absorbing surface: collected fraction T(0) = 0.2500 (grid 0.2500)
absorbing surface: lateral rms spread = 2.236 um (grid 2.236 um)
absorbing surface: mean arrival time = 0.833 ns
absorbing surface: T at Nyquist = 0.1978
lossless: mean time from arrival density = 2.500 ns
lossless: line response peak = 0.1353 1/um
thick lossless layer: MTF_diff at Nyquist = 0.3897
f (cycles/mm) | pixel factor | MTF_diff, MTF for each case
12.5 | 0.9745 | lossless: 0.9555, 0.9312 | lossy: 0.9729, 0.9481 | absorbing surface: 0.9847, 0.9596
25.0 | 0.9003 | lossless: 0.8409, 0.7570 | lossy: 0.8983, 0.8088 | absorbing surface: 0.9410, 0.8472
37.5 | 0.7842 | lossless: 0.6955, 0.5454 | lossy: 0.7928, 0.6217 | absorbing surface: 0.8740, 0.6854
50.0 | 0.6366 | lossless: 0.5528, 0.3519 | lossy: 0.6749, 0.4296 | absorbing surface: 0.7912, 0.5037
lossless: grid pixel MTF at Nyquist = 0.3521
lossless: quarter-period shift, contrast = 0.0000
lossy: grid pixel MTF at Nyquist = 0.4298
lossy: quarter-period shift, contrast = 0.0000
\end{verbatim}
